# Why a low average field does not guarantee discharge-free insulation

**Question**

I am checking a block of cast epoxy between two flat electrodes. It is 10 mm thick and has to hold 45 kV peak at 50 Hz, so the field is 4.5 kV/mm. The short-time breakdown strength of the solid is roughly 20 kV/mm. I concluded that there can be no discharges in it, since we are at less than a quarter of the strength.

A colleague says that this proves nothing if the casting contains air bubbles, and that a flat bubble is worse than a round one. But a bubble 0.1 mm high takes up one per cent of the thickness. How can it matter, and why should its shape make a difference at the same voltage?

**Answer**

Your 4.5 kV/mm is the average field, $E_0=V/d$, with $V$ the applied voltage and $d$ the electrode spacing. Comparing it with the short-time strength of the solid tests only the solid, and only for short times. A gas-filled void has a different field and a different strength, and both have to be found before you can say whether it discharges.

I take a linear, isotropic solid of relative permittivity $\varepsilon_r=4$, air of relative permittivity 1, and clean, uncharged void walls. All voltages and fields are peak values. At 50 Hz I let the permittivities divide the field and neglect conduction; the size of that neglect is estimated below.

**The field in a flat void**

Start with a gas layer of thickness $t$ that extends across the whole block, parallel to the electrodes. There is no free charge on its faces, so the normal component of the displacement $D$ is continuous:

$$\varepsilon_0E_g=\varepsilon_r\varepsilon_0E_s\quad\Rightarrow\quad E_g=\varepsilon_rE_s ,$$

where $E_g$ is the field in the gas and $E_s$ that in the solid. The voltages across the solid and the gas add up to $V$:

$$E_s(d-t)+E_gt=V .$$

Inserting $E_g=\varepsilon_rE_s$ gives $E_s(d-t+\varepsilon_rt)=V$, and therefore

$$E_s=\frac{V}{d-t+\varepsilon_rt},\qquad E_g=\frac{\varepsilon_rV}{d-t+\varepsilon_rt}.$$

For $t=0.1$ mm the denominator is $9.9+0.4=10.3$ mm. Hence $E_s=45/10.3=4.37$ kV/mm and $E_g=4\times45/10.3=17.48$ kV/mm.

This answers your one-per-cent objection. Because the layer is thin, it takes little of the total voltage and hardly alters the field in the solid. Continuity of $D$ nevertheless makes the field in the gas four times that in the solid. For $\varepsilon_rt\ll d$ the result tends to $E_g=\varepsilon_rE_0$, here 18 kV/mm, however thin the layer is.

**The field in a spherical void**

Now take a sphere of radius $a\ll d$, far from the electrodes. Put the origin at its centre and $z$ along the applied field. Try a uniform field inside, and the applied field plus a dipole field outside:

$$\phi_{\rm in}=-E_gz,\qquad \phi_{\rm out}=-E_0z+\frac{bz}{r^3}.$$

Both satisfy Laplace's equation, since $z/r^3=-\partial(1/r)/\partial z$ and $1/r$ satisfies it away from the origin. The constants $E_g$ and $b$ follow from the two conditions at the wall.

With $z=r\cos\theta$, continuity of the potential at $r=a$ gives

$$-E_ga=-E_0a+\frac{b}{a^2}\quad\Rightarrow\quad E_g=E_0-\frac{b}{a^3}.$$

The radial fields at the wall, $-\partial\phi/\partial r$, are $E_g\cos\theta$ inside and $(E_0+2b/a^3)\cos\theta$ outside. Continuity of normal $D$ then requires

$$E_g=\varepsilon_r\left(E_0+\frac{2b}{a^3}\right).$$

Equate the two expressions for $E_g$ and collect the terms in $b$:

$$\frac{b}{a^3}(1+2\varepsilon_r)=-(\varepsilon_r-1)E_0
\quad\Rightarrow\quad
\frac{b}{a^3}=-KE_0,\qquad K=\frac{\varepsilon_r-1}{2\varepsilon_r+1}.$$

Putting this back into the first condition yields

$$E_g=(1+K)E_0=\frac{3\varepsilon_r}{2\varepsilon_r+1}E_0 .$$

All conditions are met for every $\theta$, so the trial form is the solution. For your block, $E_g=(12/9)\times4.5=6.00$ kV/mm. The radius has dropped out: small spheres of different sizes have the same internal field. A numerical solution of the field equation between the electrodes gives 6.01 kV/mm for diameters of both 0.1 mm and 1 mm. The excess of 0.01 kV/mm comes from the stepped surface of the grid; the electrodes themselves lower the field in the 1 mm sphere by only about 0.001 kV/mm.

The field in the solid around the sphere is not uniform. Differentiating $\phi_{\rm out}$,

$$E_z=E_0-b\left(\frac1{r^3}-\frac{3z^2}{r^5}\right).$$

On the equatorial plane, $z=0$, this is $E_0(1+Ka^3/r^3)$. On the axis, where $r=|z|$, it is $E_0(1-2Ka^3/r^3)$. With $K=1/3$, the solid at the wall has 6.00 kV/mm at the equator and 1.50 kV/mm at the poles. The first equals the gas field because the tangential field is continuous; the second is one quarter of it because normal $D$ is continuous.

**Why shape matters**

The two results have different limits. If $\varepsilon_r\to1$, both give $E_g=E_0$, as they must when the void is electrically indistinguishable from the solid. As $\varepsilon_r$ grows, the thin flat layer follows $\varepsilon_rE_0$ as long as $\varepsilon_rt\ll d$, whereas the sphere never reaches $1.5E_0$.

In the full-width layer, all the flux must cross the gas. Around a sphere, part of it can pass through the solid instead, which lowers the field in the gas. A real flat bubble has a finite width and lies between these cases. Numerical solutions for discs 0.1 mm high, with $V$, $d$ and $\varepsilon_r$ held fixed, give these fields at the centre, to within about 0.01 kV/mm:

- 0.2 mm wide: 7.83 kV/mm
- 0.6 mm wide: 11.65 kV/mm
- 2.0 mm wide: 15.38 kV/mm

So "flat" has to mean much wider than high before $\varepsilon_rE_0$ is a good estimate. It also has to mean that the broad faces are perpendicular to the field. In the middle of a long, thin void lying along the field, continuity of the tangential component gives $E_g\approx E_0$ instead.

**What field can the gas withstand?**

Let each electron produce $\alpha$ new electrons per unit length as it drifts through the gas. Then $dn=\alpha n\,dx$, and one starting electron becomes $e^{\alpha t}$ electrons after a distance $t$. It has produced $e^{\alpha t}-1$ positive ions. If each ionization leads on average to $\gamma$ new electrons released at the wall, the process just sustains itself when

$$\gamma(e^{\alpha t}-1)=1\quad\Rightarrow\quad \alpha t=\ln(1+1/\gamma).$$

For the ionization coefficient I use the common fit $\alpha=Ap\,e^{-Bp/E}$, with $p$ the gas pressure referred to 20 °C. Setting $E=E_b$ at the threshold,

$$Apt\,e^{-Bp/E_b}=\ln(1+1/\gamma).$$

Divide by $Apt$, take the logarithm and solve for $E_b$:

$$E_b=\frac{Bp}{\ln\!\left[\dfrac{Apt}{\ln(1+1/\gamma)}\right]}.$$

The logarithm in the denominator must be positive. Rough values for air are $A=15$ /(cm Torr) and $B=365$ V/(cm Torr), for $E/p$ between about 100 and 800 V/(cm Torr). I take $\gamma=0.01$, so that $\ln(1+1/\gamma)=4.62$, and $p=760$ Torr.

For $t=0.1$ mm $=0.01$ cm, $Apt=114$ and

$$E_b=\frac{365\times760}{\ln(114/4.62)}\ \text{V/cm}=8.65\ \text{kV/mm}.$$

For $t=1$ mm the same formula gives 5.03 kV/mm. A longer path lets an avalanche reach the required size with a smaller $\alpha$, and hence at a lower field.

In a sphere the field is uniform, and the longest path along it is the diameter, so $t=2a$. For the disc I use its height and the field at its centre.

**The comparison at 45 kV**

*Disc, 0.1 mm high and 2 mm wide.* The gas field is 15.38 kV/mm (0.154 MV/cm) and the threshold is 8.65 kV/mm. A discharge is possible.

*Sphere, 0.1 mm in diameter.* The gas field is 6.00 kV/mm (0.060 MV/cm) and the threshold is again 8.65 kV/mm. The void stays below threshold.

*Sphere, 1 mm in diameter.* The gas field is still 6.00 kV/mm, but the threshold is now 5.03 kV/mm. A discharge is possible.

The first two voids have the same height and the same threshold, so the difference in outcome comes from the shape. The two spheres have the same field, so there it comes from the size. Your colleague is right about flat voids of equal height, but a round void is not safe merely because it is round.

Since the gas field is proportional to $V$ until a discharge starts, the inception voltage is

$$V_i=V\,\frac{E_b}{E_g}.$$

For the disc this is $45\times8.65/15.38=25.3$ kV. The small sphere gives 64.9 kV and the large one about 38 kV, or about 33 kV with the empirical rule for air gaps given below. The disc can therefore start to discharge at an average field of only 2.5 kV/mm, about one eighth of the solid's strength.

This need not mean immediate breakdown of the block. Suppose that a full-width layer broke down so completely that its voltage fell to zero. The remaining 9.9 mm of solid would then carry $45/9.9=4.5$ kV/mm, still far below 20 kV/mm. In that case the discharge is partial: the gas fails while the solid continues to hold the voltage. Rounder voids are less benign: a sphere that became fully conducting would raise the field in the solid at its poles to $3E_0=13.5$ kV/mm, and a void elongated along the field would concentrate it still more at its ends.

**How firm are these verdicts?**

One uncertain input is $\gamma$. Between $\gamma=0.1$ and $\gamma=0.001$, the threshold for a 0.1 mm gap runs from 7.18 to 9.90 kV/mm. This range lies above the small sphere's 6.00 and below the disc's 15.38 kV/mm. The large sphere also keeps its verdict at both values.

The large sphere needs a second check, because its threshold of 5.03 kV/mm corresponds to $E/p=66$ V/(cm Torr), below the range of the fit; for the 0.1 mm gap the value at threshold is 114, inside it. A separate empirical rule for uniform air gaps at 760 Torr and 20 °C gives the breakdown voltage in kV as $24.2\,t+6.08\sqrt t$, with $t$ in cm. Dividing by the gap length gives 4.34 kV/mm for 1 mm and 8.50 kV/mm for 0.1 mm. All three verdicts stand.

Gas density can change the verdict for either sphere. With size and field held fixed and $\gamma=0.01$, the large one drops below threshold if the pressure referred to 20 °C rises above about 940 Torr, and the small one reaches threshold if it falls to 436 Torr. Both values are rough. Between $\gamma=0.001$ and $\gamma=0.1$ the first runs from 860 to 1070 Torr and the second from 317 to 594 Torr. The first also lies outside the range of the fit: the empirical rule, with $t$ replaced by $tp/760$ in the voltage, puts it near 1140 Torr. If the small void is vented to the atmosphere and warms to 90 °C, its density corresponds to 614 Torr at 20 °C, so it remains below threshold in this model, though only barely if $\gamma=0.1$. In a sealed void of fixed volume, heating alone leaves the density unchanged, but that density depends on how the void formed and need not correspond to the 760 Torr assumed here.

Being above threshold permits a discharge but does not start one: a first electron is needed. With a rough natural supply of 10 electrons per cm³ per second, the mean wait is about 320 s for the disc and 190 s for the large sphere. These are the waits for an electron anywhere in the void, so with this supply alone the wait for a discharge is longer. Under alternating voltage the field exceeds the threshold during only a fraction $1-(2/\pi)\arcsin(E_b/E_g)$ of each cycle, 0.62 for the disc and 0.37 for the large sphere, which already gives about 520 s for each. In addition, an electron released close to the wall it drifts towards has too short a path, and near threshold many avalanche chains die out. A quiet test lasting one minute would therefore not show that these voids are harmless.

Conduction is small for the clean material assumed here. With a bulk conductivity of $10^{-14}$ S/m, the ratio of conduction to displacement current in the solid, $\sigma/(\omega\varepsilon_r\varepsilon_0)$, is $9\times10^{-7}$. For a surface conductance $G=10^{-15}$ S and a void radius of 0.05 mm, the corresponding estimate $G/(\omega\varepsilon_0a)$ is 0.007. Much more conductive walls, or charge left on them by earlier discharges, would change the void field. Under steady direct voltage, continuity of current replaces continuity of displacement, so conductivities divide the field and the numbers above do not apply.

**Your real casting**

A permittivity near 4 and a field of a few kV/mm are reasonable rough values for highly stressed cast epoxy; your 4.5 kV/mm peak corresponds to 3.2 kV/mm rms. The assumption most easily broken in a real part is that of flat electrodes. Near an edge or a curved conductor, the local field replaces $E_0$ for a void that is small enough to see it as uniform and lies at least a few radii from the conductor. The small sphere then reaches threshold once the local field is $8.65/6.00=1.44$ times the average. At twice the average, its inception voltage falls from 64.9 to about 32 kV, and it too can discharge at your 45 kV.

So keep the check of the solid, using a strength valid for the intended service time, but add one for the gas: take the least favourable combination of size, shape and orientation among the voids you cannot rule out, the local field and the least favourable gas density in the expected range, and require $E_g<E_b$ with a margin. Apply this at the highest voltage the part will see, including tests and overvoltages: once discharges have started, the charge they leave on the void walls can keep them going below $V_i$. The worst void need not be the largest or the flattest: at a fixed width, making a void taller lowers both its gas field and its threshold, and either can fall faster. For spheroidal voids 2 mm wide in your block, this model gives the largest $E_g/E_b$ at a height of about 0.2 mm, with smaller values for both flatter and rounder voids. The maximum is broad, and its position depends on the gas rule: it moves from 0.16 to 0.23 mm between $\gamma=0.1$ and $\gamma=0.001$, and to about 0.28 mm with the empirical rule. The least favourable density is not always the lowest. At fixed $t$, the derivative of $E_b$ with respect to $p$ has the sign of $\ln[Apt/\ln(1+1/\gamma)]-1$, so the threshold is lowest at $Apt=e\ln(1+1/\gamma)$ and rises again at lower densities. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Applied peak voltage: 45.0 kV; plate spacing: 10.0 mm
Relative permittivity of solid: 4.0
Average field: 4.50 kV/mm = 0.0450 MV/cm
Rough solid strength (input): 20 kV/mm
Average field / solid strength: 0.225
Gas inputs: A=15 /(cm Torr), B=365 V/(cm Torr)
Gas inputs: gamma=0.01, p=760 Torr
Full-width layer 0.1 mm, gas field: 17.48 kV/mm
Full-width layer 0.1 mm, solid field: 4.37 kV/mm
Thin flat limit eps_r*E0: 18.00 kV/mm
Disc 0.1 mm high, 0.2 mm wide: gas 7.83 kV/mm
Disc 0.1 mm high, 0.6 mm wide: gas 11.65 kV/mm
Disc 0.1 mm high, 2.0 mm wide: gas 15.38 kV/mm
Disc grid-refinement change: 0.01 %
Sphere gas field, formula: 6.00 kV/mm
Sphere 0.1 mm, numerical gas field: 6.01 kV/mm
Sphere 1.0 mm, numerical gas field: 6.01 kV/mm
Solid at sphere equator: 6.00 kV/mm
Solid at sphere pole: 1.50 kV/mm
disc 0.1 x 2 mm: gas field 15.38 kV/mm = 0.1538 MV/cm
  threshold 8.65 kV/mm, above threshold
  empirical rule 8.50 kV/mm
  inception voltage 25.3 kV peak
  avalanche exponent 18.77
  E/p 202 V/(cm Torr)
  rough seed-electron wait 318 s
sphere 0.1 mm: gas field 6.00 kV/mm = 0.0600 MV/cm
  threshold 8.65 kV/mm, below threshold
  empirical rule 8.50 kV/mm
  inception voltage 64.9 kV peak
  avalanche exponent 1.12
  E/p 79 V/(cm Torr)
  rough seed-electron wait 1.91e+05 s
sphere 1 mm: gas field 6.00 kV/mm = 0.0600 MV/cm
  threshold 5.03 kV/mm, above threshold
  empirical rule 4.34 kV/mm
  inception voltage 37.8 kV peak
  avalanche exponent 11.19
  E/p 79 V/(cm Torr)
  rough seed-electron wait 191 s
Avalanche exponent needed: 4.62
0.1 mm threshold, gamma 0.1: 7.18 kV/mm
0.1 mm threshold, gamma 0.001: 9.90 kV/mm
Small sphere reaches threshold if p falls to 436 Torr
Vented void at 90 C, equivalent p at 20 C: 614 Torr
Bulk conduction/displacement (1e-14 S/m, 50 Hz): 9.0e-07
Surface conduction ratio (1e-15 S, 0.05 mm): 7.2e-03
Tunnelling exponent, 4 eV barrier, disc: 3553
Electrostatic stress in solid: 359 Pa
Strain for a 3 GPa modulus: 1.2e-07
```
